# Electron diffusion across a magnetic field and the effect of collisions

Electrons in a magnetron discharge move through a thin gas in a magnetic field of a few hundred gauss. They travel freely along the field lines, but across them the field bends their paths into circles. This problem asks how fast they diffuse in each direction, and whether collisions help or hinder them.

**The model.** Gaussian units are used. The electron has charge \(-e\) and mass \(m\), and the uniform field \(B\) points along \(z\). The cyclotron frequency is \(\omega=eB/(mc)\). There is no electric field. Electrons scatter elastically from heavy atoms at rest, so a collision changes the direction of the velocity but not the speed. Collisions occur at random at a rate \(\nu_c\), and the mean cosine of the scattering angle is \(g\). Until part (f), \(\nu_c\) and \(g\) are the same for all speeds. The velocities are Maxwellian at a uniform temperature \(T\), so that \(\langle v_x^2\rangle=kT/m\).

## (a) How long does an electron remember its velocity?

**Question.** An electron has a known velocity at time zero. Find its mean velocity at time \(t\), averaged over the collisions.

**Solution.** Between collisions the Lorentz force gives \(m\,d\mathbf v/dt=-(e/c)\,\mathbf v\times\mathbf B\). Since \(\mathbf v\times\hat{\mathbf z}=(v_y,-v_x,0)\),

\[
\frac{dv_x}{dt}=-\omega v_y,\qquad \frac{dv_y}{dt}=\omega v_x,\qquad \frac{dv_z}{dt}=0 .
\]

The first two equations combine in the complex velocity \(w=v_x+iv_y\):

\[
\frac{dw}{dt}=-\omega v_y+i\omega v_x=i\omega w .
\]

The velocity turns counterclockwise in the \(xy\) plane at the rate \(\omega\).

A collision through the angle \(\chi\) changes \(\mathbf v\) into \(\mathbf v\cos\chi+v\sin\chi\,\mathbf e\), where \(\mathbf e\) is a unit vector perpendicular to \(\mathbf v\). All directions of \(\mathbf e\) around \(\mathbf v\) are equally likely, so the second term averages to zero and the mean new velocity is \(g\mathbf v\).

In a short time \(dt\) a collision occurs with probability \(\nu_c\,dt\). To first order in \(dt\), the mean \(\bar w\) becomes

\[
\bar w(t+dt)=(1-\nu_c dt)(1+i\omega dt)\,\bar w+\nu_c dt\,g\,\bar w
=\bar w+\left[i\omega-\nu_c(1-g)\right]\bar w\,dt .
\]

Define the momentum-relaxation time \(\tau\) by \(1/\tau=\nu_c(1-g)\). Then

\[
\bar w(t)=w(0)\,e^{i\omega t-t/\tau},\qquad \bar v_z(t)=v_z(0)\,e^{-t/\tau}.
\]

Forward scattering, with \(g\) near 1, lengthens the memory because each collision then changes the direction little. For isotropic scattering \(g=0\), and \(\tau\) is the mean time between collisions.

## (b) What are the diffusivities?

**Question.** Relate the spread of the displacement to the velocity correlation, and find the diffusivities along and across the field.

**Solution.** Let \(x(t)\) be the displacement from the starting point and let \(C(s)=\langle v_x(0)v_x(s)\rangle\). In a steady state the correlation depends on the time difference alone. Two times in the interval from 0 to \(t\) can differ by \(s\) over a range of length \(t-s\), and either one may be the earlier, so

\[
\langle x^2\rangle=\int_0^t\!\!\int_0^t\langle v_x(t_1)v_x(t_2)\rangle\,dt_1dt_2
=2\int_0^t(t-s)\,C(s)\,ds .
\]

Differentiation gives

\[
\frac12\frac{d\langle x^2\rangle}{dt}=\int_0^tC(s)\,ds\;\longrightarrow\;\int_0^\infty C(s)\,ds .
\]

The limit is reached when \(t\) is long enough compared with \(\tau\). Across a strong field this takes more than a few \(\tau\), because the integral oscillates about a small final value and the oscillation must first die away. Diffusion means \(\langle x^2\rangle\) growing as \(2D_\perp t\), so the last integral is \(D_\perp\).

For the motion along \(z\), part (a) gives a correlation \((kT/m)e^{-s/\tau}\), and hence

\[
D_\parallel=\frac{kT\tau}{m}\equiv D .
\]

Across the field, \(\langle|w|^2\rangle=2kT/m\), and part (a) gives

\[
\langle w^*(0)w(s)\rangle=\frac{2kT}{m}\,e^{i\omega s-s/\tau}.
\]

The real part of the left side is \(\langle v_x(0)v_x(s)\rangle+\langle v_y(0)v_y(s)\rangle\). The two terms are equal, because the model looks the same after a rotation about \(z\), so the real part is \(2C(s)\). The imaginary part is \(\langle v_x(0)v_y(s)\rangle-\langle v_y(0)v_x(s)\rangle\). A rotation by a right angle shows that the second correlation is minus the first, so the imaginary part is \(2\langle v_x(0)v_y(s)\rangle\). Let \(D_H\) be the time integral of this cross-correlation. Then

\[
D_\perp+iD_H=\frac{kT}{m}\int_0^\infty e^{-(1/\tau-i\omega)s}ds
=\frac{kT}{m}\,\frac{\tau}{1-i\omega\tau}
=\frac{kT\tau}{m}\,\frac{1+i\omega\tau}{1+\omega^2\tau^2}.
\]

Therefore

\[
D_\perp=\frac{D}{1+\omega^2\tau^2},\qquad D_H=\frac{D\,\omega\tau}{1+\omega^2\tau^2}.
\]

Without a field, \(D_\perp=D\) and \(D_H=0\), as they should be. The meaning of \(D_H\) appears in part (e).

## (c) Do collisions reduce diffusion across the field?

**Question.** Hold \(B\) and \(T\) fixed and vary the collision rate. When do more collisions slow the diffusion across the field?

**Solution.** The factor \(1/(1+\omega^2\tau^2)\) compares diffusion across the field with diffusion along it at the same \(\tau\). It does not show the effect of collisions, because \(D\) also contains \(\tau\). With \(\nu=1/\tau\),

\[
D_\perp=\frac{kT}{m}\,\frac{\nu}{\nu^2+\omega^2},\qquad
\frac{dD_\perp}{d\nu}=\frac{kT}{m}\,\frac{\omega^2-\nu^2}{(\nu^2+\omega^2)^2}.
\]

The derivative is positive for \(\nu<\omega\) and negative for \(\nu>\omega\). The largest value, at \(\omega\tau=1\), is

\[
D_{\perp,\max}=\frac{kT}{2m\omega}=\frac{ckT}{2eB}.
\]

There are two limits:

- For \(\omega\tau\ll1\), \(D_\perp\simeq kT/(m\nu)\). The path hardly bends between collisions, and more collisions slow the diffusion.
- For \(\omega\tau\gg1\), \(D_\perp\simeq kT\nu/(m\omega^2)\). The electron circles many times before collisions erase the memory of its velocity, and more collisions speed the diffusion up.

It is thus the magnetic field that reduces the diffusivity across itself. In a strong field, collisions partly undo that reduction.

## (d) How does a collision carry an electron across the field?

**Question.** Explain the strong-field limit by following the centre of the circular orbit, and recover the full \(D_\perp\) for isotropic scattering.

**Solution.** Write the position in the plane as \(r=x+iy\) and define

\[
R=r+\frac{iw}{\omega}.
\]

Between collisions \(dR/dt=w+i(i\omega w)/\omega=0\), so \(R\) stays fixed. The electron is at the distance \(|w|/\omega\) from it, so \(R\) is the centre of the orbit. A collision changes \(w\) to \(w'\) while \(r\) stays the same, and the centre jumps by

\[
J=\frac{i(w'-w)}{\omega}.
\]

For isotropic scattering the directions before and after are independent, so \(\langle w'^*w\rangle=0\) and

\[
\langle|J|^2\rangle=\frac{2\langle|w|^2\rangle}{\omega^2}=\frac{4kT}{m\omega^2}.
\]

If successive jumps were independent, a walk in the plane with one jump per time \(\tau\) would have the diffusivity \(\langle|J|^2\rangle/(4\tau)=kT/(m\omega^2\tau)\). This is the strong-field limit of part (c). Without collisions the centre would not move.

Neighbouring jumps are in fact correlated. Let \(w_0,w_1,w_2\) be the velocities just after three successive collisions, and \(t_1,t_2\) the flight times between them. Then

\[
J_1=\frac{i}{\omega}\left(w_1-w_0e^{i\omega t_1}\right),\qquad
J_2=\frac{i}{\omega}\left(w_2-w_1e^{i\omega t_2}\right).
\]

In \(\langle J_2J_1^*\rangle\) the one term that survives contains \(|w_1|^2\). The flight times have the distribution \(e^{-t/\tau}/\tau\), so \(\langle e^{i\omega t_2}\rangle=1/(1-i\omega\tau)\) and

\[
\mathrm{Re}\,\langle J_2J_1^*\rangle=-\frac{2kT}{m\omega^2}\,\frac{1}{1+\omega^2\tau^2}.
\]

Jumps further apart share no velocity and are uncorrelated. In a long walk each jump adds its own mean square and twice the correlation with its neighbour:

\[
\frac{4kT}{m\omega^2}\left[1-\frac1{1+\omega^2\tau^2}\right]=\frac{4kT}{m}\,\frac{\tau^2}{1+\omega^2\tau^2}.
\]

Division by \(4\tau\) gives \(D_\perp\) for any \(\omega\tau\). The electron stays within one orbit radius of its centre, so both spread at the same long-time rate.

## (e) What flux does a density gradient drive?

**Question.** The electron density \(n\) varies slowly in the \(xy\) plane. Find the steady flux.

**Solution.** Write the velocity distribution as \(nF+f_1\), where \(F\) is the Maxwellian and \(f_1\) is a small correction. To first order in the gradient, the steady kinetic equation is

\[
F\,\mathbf v\cdot\nabla n+\omega\frac{\partial f_1}{\partial\varphi}=\text{(change of } f_1\text{ by collisions)},
\]

where \(\varphi\) is the angle of the velocity in the plane. Multiply by \(w\) and integrate over velocity, with \(\Gamma=\Gamma_x+i\Gamma_y=\int wf_1\,d^3v\).

- The first term gives \((kT/m)\,\partial_+n\), with \(\partial_+=\partial_x+i\partial_y\).
- The second gives \(-i\omega\Gamma\), after integration by parts with \(\partial w/\partial\varphi=iw\).
- The right side gives \(-\Gamma/\tau\), by the relaxation found in part (a).

Hence

\[
\left(\frac1\tau-i\omega\right)\Gamma=-\frac{kT}{m}\,\partial_+n
\quad\Rightarrow\quad
\Gamma=-(D_\perp+iD_H)\,\partial_+n .
\]

Multiplication by \(i\) turns a vector in the plane by a right angle, so in vector form

\[
\boldsymbol\Gamma=-D_\perp\nabla n-D_H\,\hat{\mathbf z}\times\nabla n .
\]

The second part flows along the lines of constant density. For uniform \(D_H\) its divergence is \(-D_H(-\partial_x\partial_yn+\partial_y\partial_xn)=0\), so it does not change the density. The spreading across the field is governed by \(D_\perp\).

## (f) What if the collision rate depends on speed?

**Question.** Let \(\nu(v)\) be the momentum-relaxation rate at speed \(v\). Does one value of \(\tau\), taken from the diffusivity along the field, still give \(D_\perp\)?

**Solution.** Elastic collisions keep the speed, so parts (a) and (b) hold for each speed separately, with \(\langle v_x^2\rangle=v^2/3\). Averaging over the Maxwellian gives

\[
D=\left\langle\frac{v^2}{3\nu}\right\rangle,\qquad
D_\perp=\left\langle\frac{v^2\nu}{3(\nu^2+\omega^2)}\right\rangle .
\]

Let \(s^2=kT/m\) and define \(\tau_D=D/s^2\). In a strong field the true value tends to \(\langle v^2\nu\rangle/(3\omega^2)\), while the single-time formula gives \(D/(\omega\tau_D)^2=s^4/(\omega^2D)\). Their ratio is

\[
Q=\frac{\langle v^2\nu\rangle\langle v^2/\nu\rangle}{9s^4}\ge1 .
\]

The bound follows from the Cauchy–Schwarz inequality, \(\langle v^2\rangle^2\le\langle v^2\nu\rangle\langle v^2/\nu\rangle\), with \(\langle v^2\rangle=3s^2\). Compared with the plain weight \(v^2\), diffusion along the field favours electrons that collide seldom, and diffusion across a strong field favours those that collide often.

The Maxwellian moments needed are

\[
\langle v^{-1}\rangle=\sqrt{\tfrac2\pi}\,s^{-1},\quad
\langle v\rangle=2\sqrt{\tfrac2\pi}\,s,\quad
\langle v^3\rangle=8\sqrt{\tfrac2\pi}\,s^3,\quad
\langle v^5\rangle=48\sqrt{\tfrac2\pi}\,s^5 .
\]

For a constant cross-section \(\nu\propto v\), and \(Q=\langle v^3\rangle\langle v\rangle/(9s^4)=32/(9\pi)\approx1.13\). For a cross-section proportional to energy \(\nu\propto v^3\), and \(Q=\langle v^5\rangle\langle v^{-1}\rangle/(9s^4)=32/(3\pi)\approx3.4\).

In a strong field the right single rate is \(\nu_m=\langle v^2\nu\rangle/(3s^2)\), which gives \(D_\perp=s^2\nu_m/\omega^2\).

## (g) What does this give for a magnetron?

**Question.** Take an argon sputtering magnetron with rough typical values: pressure 3 mTorr, gas temperature 400 K, field 300 G, electron temperature 3 eV, and a momentum-transfer rate coefficient of \(1\times10^{-7}\) cm³/s. Find the diffusivities and judge the result.

**Solution.** Three figures are kept below so that the arithmetic can be followed, but the rough inputs justify only about one. The ideal-gas law gives an atom density of \(7.24\times10^{13}\) cm⁻³. Then

\[
\nu=(7.24\times10^{13})(1\times10^{-7})=7.24\times10^{6}\ \text{s}^{-1},\qquad \tau=1.38\times10^{-7}\ \text{s}.
\]

With \(\omega=5.28\times10^9\) rad/s, \(\omega\tau=729\), which is deep in the strong-field regime. The thermal speed \(s=\sqrt{kT/m}\) is \(7.26\times10^7\) cm/s, so

\[
D=s^2\tau=7.29\times10^8\ \text{cm}^2/\text{s},\qquad
D_\perp=\frac{7.29\times10^8}{5.31\times10^5}=1.37\times10^3\ \text{cm}^2/\text{s},
\]

or 0.137 m²/s across the field. The coefficient \(D_H\) is \(1.00\times10^6\) cm²/s.

For isotropic scattering the root-mean-square jump of the orbit centre, \(2s/\omega\), is 0.275 mm. The time \(L^2/(2D_\perp)\) to spread over \(L=1\) cm is 0.36 ms. Doubling the pressure, with the field, temperatures and rate coefficient held fixed, raises \(D_\perp\) to \(2.75\times10^3\) cm²/s. Under the same conditions \(\omega\tau\) falls to 1 only at about 2.2 Torr.

**The real device.** For transport across the field, an important assumption is that the fields are quiet. Fluctuating electric fields can also carry electrons across \(B\), and can make the transport much faster than the collisional value. The semi-empirical Bohm estimate, \(ckT/(16eB)\), gives \(6.25\times10^4\) cm²/s, or 6.25 m²/s. This is about 46 times the collisional \(D_\perp\), and it is an order of magnitude, not a prediction for a given device. The value found here is therefore the collisional contribution, and should not be used alone to predict the electron current.

Other omissions can be sized with the same numbers:

- **Speed dependence.** The argon cross-section rises steeply with energy over much of the range that matters here. If \(\tau\) were taken from the diffusivity along the field, \(D_\perp\) could be too low by a factor of about 3, as the second case in (f) shows. The rate that belongs in \(D_\perp\) is the weighted average \(\nu_m\). For argon at 3 eV its coefficient is nearer \(1.6\times10^{-7}\) cm³/s, while the plain average \(\langle\sigma v\rangle\) is near \(0.9\times10^{-7}\) cm³/s. This raises \(D_\perp\) to about \(2\times10^3\) cm²/s and lowers the Bohm ratio to about 30. The diffusivity along the field is \(Qs^2/\nu_m\), not \(s^2/\nu_m\). The value \(Q\approx3\) holds for collisions with atoms alone.
- **Electron–ion collisions.** For singly charged ions, \(\nu(v)=4\pi ne^4\ln\Lambda/(m^2v^3)\). The average in (f) then gives \(\nu_m=4\sqrt{2\pi}\,ne^4\ln\Lambda/[3\sqrt m\,(kT)^{3/2}]\). With a rough plasma density of \(10^{11}\) cm⁻³ and \(\ln\Lambda=12.4\), this is about \(7\times10^5\) s⁻¹. It adds about 10 % to the \(\nu\) used above, and so to \(D_\perp\). Along the field the effect is much larger. Ions scatter mainly the slow electrons, which seldom collide with argon atoms and carry much of \(D\). At this density they roughly halve \(D\) and bring \(Q\) down from about 3 to about 1.5.
- **Electric field.** A field \(E\) adds \(neE\) to the term \(kT\,\nabla n\) in (e). For a rough presheath field of 10 V/cm and a density that varies over 1 cm, the ratio of drift to diffusion is \(eEL/kT=10/3\approx3.3\). Drift cannot be left out of the electron flux.
- **Non-uniform field.** The most probable orbit radius, \(s/\omega\), is 0.14 mm, or 0.7 % of a field length of 2 cm. The field is nearly uniform over one orbit, though not over the whole plasma. Its gradient still makes the orbits drift, at right angles to both the field and the gradient, at about \(s^2/(\omega L_B)=5.0\times10^5\) cm/s for a field length \(L_B=2\) cm. Where the field lines are curved, as they are in a magnetron, the curvature adds a drift of similar size in the same direction. Both are much faster than the diffusion speed \(D_\perp/(1\ \text{cm})=1.4\times10^3\) cm/s. In a magnetron that is symmetric about its axis, these drifts run around the axis and do not by themselves carry electrons out of the plasma.
- **Motion along the field.** The free path \(s\tau\) is 10 cm, longer than a plasma a few centimetres in size. Most electrons reach its ends before they collide, so \(D_\parallel\) does not describe their motion along \(B\) in such a device.
